# Electronic Raman selection rules for shallow donors in silicon and germanium, part 2

A shallow donor's 1s group has one orbital state per conduction-band valley. Light scatters inelastically, taking the electron from the ground state 1s(A1) to another member. We seek the member reached, its strength and its polarization dependence. The model is one-electron, without spin-orbit coupling, in SI units. The free-electron mass is $m_0$, the real unit polarizations are $\mathbf e_i$ (incident) and $\mathbf e_s$ (scattered), and $\omega_s\simeq\omega_i=\omega$.

**(a)** At a valley minimum, light scatters through

$$T_{ab}(\omega)=\delta_{ab}+\frac1{m_0}\sum_{n\ne c}\left[\frac{p^a_{cn}p^b_{nc}}{D_n+\hbar\omega}+\frac{p^b_{cn}p^a_{nc}}{D_n-\hbar\omega}\right],$$

with $c$ the conduction state, $n$ other bands, $\mathbf p$ momentum and $D_n=E_c-E_n$. The slow-light limit is $T(0)=m_0M^{-1}$, with $M^{-1}$ the inverse-mass tensor. Finite $\omega$ enhances each band term by $\frac{D_n^2}{D_n^2-\hbar^2\omega^2}$.

**(b)** Envelope motion adds a relative amplitude of about $\frac{16}{3}\left(\frac{E_b}{\hbar\omega}\right)^2$, with $E_b$ the binding energy. Envelope excitation energies are $\epsilon_\nu=E_\nu-E_0$. The model requires $E_b\ll\hbar\omega\ll|D_n|$.

**(c)** With valley amplitudes $a_j^f$, $a_j^0=1/\sqrt N$ in A1 ($N$ valleys), and $K_j=m_0M_j^{-1}$,

$$R_f=\sum_j a_j^{f*}a_j^0\,g_j,\qquad g_j=\mathbf e_s\cdot K_j\cdot\mathbf e_i.$$

Neglected intervalley terms carry

$$O(Q)=\left[1+\left(\frac{Qa_B}{2}\right)^2\right]^{-2},$$

with $a_B$ the orbit radius and $\mathbf Q$ the valley separation, up to a reciprocal-lattice vector $\mathbf G$. Photon momentum enters through the same factor.

**(d)** The cross-section is $r_0^2(\omega_s/\omega_i)S$, with $r_0$ the classical electron radius and $S$ the sum of $|R_f|^2$ over a level.

**(e)** The site group $T_d$ simply permutes the valley functions if they are nonzero at the donor site. Silicon valleys, at $\pm k_0$ on the cube axes, are ordered $+x,-x,+y,-y,+z,-z$:

$$\begin{aligned}
\mathrm{A1}:&\ (1,1,1,1,1,1)/\sqrt6,\\
\mathrm{E}_\theta:&\ (-1,-1,-1,-1,2,2)/\sqrt{12},\\
\mathrm{E}_\epsilon:&\ (1,1,-1,-1,0,0)/2,\\
\mathrm{T2}_x:&\ (1,-1,0,0,0,0)/\sqrt2,
\end{aligned}$$

plus partners $\mathrm{T2}_y,\mathrm{T2}_z$. Germanium has valley directions

$$\mathbf n_1=\frac{(1,1,1)}{\sqrt3},\quad \mathbf n_2=\frac{(1,-1,-1)}{\sqrt3},\quad \mathbf n_3=\frac{(-1,1,-1)}{\sqrt3},\quad \mathbf n_4=\frac{(-1,-1,1)}{\sqrt3},$$

and signs

$$\sigma^x=(1,1,-1,-1),\quad\sigma^y=(1,-1,1,-1),\quad\sigma^z=(1,-1,-1,1).$$

Its patterns are A1, $(1,1,1,1)/2$, and T2, $\sigma^x/2,\sigma^y/2,\sigma^z/2$. The donor couples opposite silicon valleys by $-u$, those on different axes by $-v$, and all germanium pairs by $-w$. Above A1, silicon E lies at $6v$ and T2 at $2u+4v$; germanium T2 lies at $4w$.

### (f) What part of the mass tensor matters?

**Separate the part of $K_j$ that cannot excite the donor, and find the total strength of all transitions within the 1s group.**

**Solution.** Each valley is a spheroid with longitudinal mass $m_l$ along its axis $\mathbf n_j$ and transverse mass $m_t$ across it. Thus

$$K_j=\frac{m_0}{m_t}I+d\,\mathbf n_j\mathbf n_j^{\mathsf T},\qquad d=\frac{m_0}{m_l}-\frac{m_0}{m_t}.$$

The first term is equal in all valleys. It contributes $(m_0/m_t)\,\mathbf e_s\cdot\mathbf e_i\sum_ja_j^{f*}a_j^0$ to $R_f$, which vanishes for every final state orthogonal to the ground state. With isotropic valleys, $d=0$, there would be no Raman transition within the 1s group in this model.

The sum over final states can be done without knowing them. They form a complete set on the valleys, so including the ground state itself,

$$\sum_f|R_f|^2=\sum_j|a_j^0|^2g_j^2.$$

Subtracting the elastic part $R_0^2$ leaves

$$S_{\rm tot}=\sum_j|a_j^0|^2g_j^2-\left(\sum_j|a_j^0|^2g_j\right)^2.$$

This is the variance of $g_j$ over the valley occupation of the ground state. In this model, Raman scattering within the 1s group requires that $g_j$ differ between the occupied valleys for the chosen pair of polarizations.

### (g) Silicon

**Use the silicon patterns to find the final level and its polarization dependence.**

**Solution.** For a valley on axis $i$, only the diagonal element $ii$ of $\mathbf n\mathbf n^{\mathsf T}$ is nonzero. With $q_i=e_{s,i}e_{i,i}$, where the second index is the Cartesian component, both valleys on axis $i$ have $g=(m_0/m_t)\,\mathbf e_s\cdot\mathbf e_i+d\,q_i$. Hence

$$R_{\mathrm{T2}_x}=\frac1{\sqrt6\sqrt2}(g_{+x}-g_{-x})=0,$$

and the same holds for its partners. For E, the two equal valleys on each axis give a factor of two:

$$R_\theta=\frac{2d(2q_z-q_x-q_y)}{\sqrt6\sqrt{12}}=\frac{d(2q_z-q_x-q_y)}{3\sqrt2},\qquad R_\epsilon=\frac{2d(q_x-q_y)}{2\sqrt6}=\frac{d(q_x-q_y)}{\sqrt6}.$$

Squaring and adding over a common denominator gives

$$\begin{aligned}
S_E&=\frac{d^2}{18}\left[(2q_z-q_x-q_y)^2+3(q_x-q_y)^2\right]\\
&=\frac{2d^2}{9}\left[\sum_iq_i^2-(q_xq_y+q_yq_z+q_zq_x)\right].
\end{aligned}$$

The sum of products equals half of $(\sum_iq_i)^2-\sum_iq_i^2$, and $\sum_iq_i=\mathbf e_s\cdot\mathbf e_i$. Therefore

$$S_E=\frac{d^2}{3}\left[\sum_iq_i^2-\frac13(\mathbf e_s\cdot\mathbf e_i)^2\right],\qquad S_{T2}=0.$$

The ground state reaches 1s(E). With both polarizations along [100], one $q_i$ is one and $S_E=2d^2/9$. Polarizations along [100] and [010] have all $q_i=0$, and the line is absent. It is also absent when both lie along [111], because the three axes then respond equally. For both along [110], $q=(1/2,1/2,0)$ and $S_E=d^2/18$.

Crossed polarizations do not by themselves suppress the line. For [110] and $[1\bar10]$, $q=(1/2,-1/2,0)$, and $S_E=d^2/6$. The orientation relative to the cube axes matters.

### (h) Germanium

**Repeat the calculation for germanium.**

**Solution.** The diagonal elements of $\mathbf n_j\mathbf n_j^{\mathsf T}$ are $1/3$ in every valley. The off-diagonal elements change sign from valley to valley. From the directions in (e), the products $n_{j,y}n_{j,z}$ are $(1,1,-1,-1)/3=\sigma^x/3$, and the other two follow cyclically. Define

$$t_x=e_{s,y}e_{i,z}+e_{s,z}e_{i,y}$$

and its cyclic partners $t_y,t_z$. Then

$$g_j=\left(\frac{m_0}{m_t}+\frac d3\right)\mathbf e_s\cdot\mathbf e_i+\frac d3\left(\sigma^x_jt_x+\sigma^y_jt_y+\sigma^z_jt_z\right).$$

The final amplitude is $\sigma^x_j/2$ and the initial one is $1/2$. Each sign pattern sums to zero, different patterns are orthogonal, and each has squared length four. Thus

$$R_{\mathrm{T2}_x}=\frac14\sum_j\sigma_j^xg_j=\frac d3t_x,\qquad S_{T2}=\frac{d^2}{9}(t_x^2+t_y^2+t_z^2).$$

The ground state reaches 1s(T2). Parallel polarizations along [100] give zero, since all four valleys make the same angle with that axis. Polarizations along [100] and [010] give $t_z=1$ and $S_{T2}=d^2/9$. Both along [110] also give $t_z=1$ and the same strength. Both along [111] give three values $2/3$ and $S_{T2}=4d^2/27$.

The two crystals differ because their valley axes sample different parts of the same kind of tensor. Axes along the cube edges vary in the diagonal part, which matches E. Axes along the body diagonals vary in the off-diagonal part, which matches T2.

### (i) Is 1s(T2) forbidden by symmetry in silicon?

**Decide whether the zero in (g) follows from the donor's site symmetry alone.**

**Solution.** It does not. In $T_d$, the tensor component $yz$ transforms like $x$, and hence like $\mathrm{T2}_x$. The site group therefore permits Raman scattering from A1 to T2.

A hypothetical valley tensor shows what is missing. Add $\pm\eta(\hat{\mathbf y}\hat{\mathbf z}^{\mathsf T}+\hat{\mathbf z}\hat{\mathbf y}^{\mathsf T})$ to the valleys $\pm x$, with cyclic additions on the other axes. A half-turn about $z$ exchanges $+x$ and $-x$ and reverses $yz$, as required. A half-turn about $x$ and the mirror exchanging $y$ and $z$ leave both the valley and the added tensor unchanged. The cyclic rotation connects the three axes. The addition is therefore allowed in $T_d$. For $\mathbf e_s$ along $y$ and $\mathbf e_i$ along $z$ it gives

$$R_{\mathrm{T2}_x}=\frac{\eta-(-\eta)}{\sqrt{12}}=\frac{\eta}{\sqrt3},\qquad S_{T2}=\frac{\eta^2}{3}.$$

The host crystal rules this addition out. Inversion exchanges $+k_0$ and $-k_0$ but leaves a tensor with two vector indices unchanged, so $K_{+x}=K_{-x}$ and $\eta=0$. Time reversal also exchanges the two minima and leaves a real symmetric tensor unchanged, so it would exclude this addition even in a host without inversion. The inversion argument applies equally to $T(\omega)$, so raising the photon energy toward an interband resonance does not light the T2 line within this valley-diagonal model. An optical process that involves the donor's own noncentrosymmetric potential, or one that uses the photon momentum, lies outside the argument. The strength of such processes is not estimated here.

### (j) Numbers for phosphorus-like donors

**Evaluate the shifts and cross-sections, and size the neglected effects.**

**Solution.** The masses come from a local empirical-pseudopotential band model. Its form factors at squared reciprocal vectors 3, 8 and 11, in units of $(2\pi/a)^2$, are $-0.21$, 0.04 and 0.08 Ry for silicon and $-0.23$, 0.01 and 0.06 Ry for germanium. The lattice constants $a$ are 0.543 and 0.566 nm. The Hamiltonian was diagonalized in plane waves with $|\mathbf k+\mathbf G|^2<21(2\pi/a)^2$, and $K_j$ was obtained from the band sum in (a). The silicon minimum lies at $0.854(2\pi/a)$. The model density at an atomic site, relative to the cell average, is 0.77 in silicon and 4.03 in germanium. It is nonzero, as the argument in (e) requires. A larger plane-wave set lowers these densities to about 0.72 and 3.86, while the masses below change by only about 0.2% or less.

For silicon, $m_l=0.872m_0$ and $m_t=0.184m_0$, so

$$d=1.146-5.429=-4.283,\qquad S_E=\tfrac29(4.283)^2=4.08$$

for both polarizations along [100]. For germanium, $m_l=1.413m_0$ and $m_t=0.092m_0$, so

$$d=0.708-10.892=-10.18,\qquad S_{T2}=\tfrac19(10.18)^2=11.5$$

for [100] and [010].

The valley couplings are round values chosen to resemble phosphorus: $u=1.5$ meV, $v=2.2$ meV and $w=0.7$ meV. They put silicon 1s(E) at $6v=13.2$ meV above A1, and the dark T2 level at $2u+4v=11.8$ meV. Germanium T2 lies at $4w=2.8$ meV. These shifts express the chosen couplings and are not predictions.

The photon energies are 1.0 eV for silicon and 0.6 eV for germanium, below the indirect gaps of the real crystals, roughly 1.1 and 0.7 eV. The band model does not reproduce these gaps: it gives about 0.82 eV in silicon, which is below the chosen photon energy, and about 0.95 eV in germanium. Only vertical transitions at the valley enter the band sum in (a), so the model's indirect gap plays no part in the numbers below. With $r_0^2=7.94\times10^{-26}$ cm²,

$$\begin{aligned}
\left.\frac{d\sigma}{d\Omega}\right|_{\rm Si}&=7.94\times10^{-26}(1-0.0132)(4.08)\simeq3.2\times10^{-25}\ \mathrm{cm^2/sr},\\
\left.\frac{d\sigma}{d\Omega}\right|_{\rm Ge}&=7.94\times10^{-26}(1-0.0047)(11.5)\simeq9.1\times10^{-25}\ \mathrm{cm^2/sr}.
\end{aligned}$$

The corresponding Raman shifts are 106 cm$^{-1}$ and 23 cm$^{-1}$.

The finite photon energy is the largest optical correction among those evaluated. The direct gaps at the valleys are 3.73 and 2.04 eV in this model. If one band at that gap supplied all of $d$, the enhancement factor in (a), squared, would be 1.16 for silicon and 1.20 for germanium. The full band sum gives 1.17 and 1.19. The quoted cross-sections use the slow-light limit and do not include these factors.

For the envelope motion, take rough binding energies of 45 and 13 meV. The leading estimate in (b) raises the intensity by about 2.2% and 0.5%. The complete sum can be found from the oscillator strengths $f_\nu$ of the isotropic 1s state. Since $\sum_\nu f_\nu=1$, the quadratic and linear couplings together give

$$1-\sum_\nu\frac{f_\nu\omega_\nu^2}{\omega_\nu^2-\omega^2}=-\omega^2\sum_\nu\frac{f_\nu}{\omega_\nu^2-\omega^2},\qquad\hbar\omega_\nu=\epsilon_\nu.$$

Evaluating this in 40 radial Laguerre functions, with the radius rotated into the complex plane to treat the continuum, gives intensity increases of 1.4% and 0.4%. The leading term is therefore an overestimate at these photon energies, but the effect is small.

For isotropic envelopes with rough orbit radii of 2 and 4 nm, the largest intervalley factors $O(Q)$ are $6\times10^{-3}$ in silicon and $4\times10^{-6}$ in germanium. The silicon value is an underestimate: the shortest $\mathbf Q$ joins opposite valleys and points along their axis, where the heavy longitudinal mass makes the envelope narrower. A radius of 1.4 nm in that direction gives about 0.02, which is still small. These figures also assume smooth hydrogenic envelopes. The donor core makes the A1 envelope rise more sharply near the donor, which adds large wave vectors. In silicon this raises the factor to roughly 0.01 to 0.02 for the 2 nm radius and 0.03 to 0.06 for the 1.4 nm radius, comparable with the other percent-level corrections listed here. In germanium the factor then depends on the shape of the core and can reach a few times $10^{-4}$, which is still negligible. For backscattering with refractive indices of 3.5 and 4.0, the photon momentum lowers the intensity by 0.5% and 0.9% in the same isotropic estimate. The germanium envelope is much wider across the valley axis than along it, which raises its figure for light travelling along a cube axis to between about 1.2% and 1.8%, depending on how far the core contracts the envelope.

The more tightly bound A1 envelope is also somewhat smaller than that of the final state. Two hydrogenic envelopes with radius ratio $\rho$ overlap by

$$\frac{4}{\rho^{3/2}}\int_0^\infty x^2e^{-x(1+1/\rho)}dx=\left(\frac{2\sqrt\rho}{1+\rho}\right)^3.$$

Taking each radius proportional to the inverse square root of its binding energy gives $\rho=\sqrt{45/31.8}=1.19$ in silicon and $\sqrt{13/10.2}=1.13$ in germanium. The squared overlaps reduce the intensities by 2.2% and 1.1%. These figures are underestimates, because the extra binding comes from the donor core and draws the envelope inward more strongly than a change of radius does. Solutions of the Coulomb problem outside a small core, taken at the same binding energies, give reductions of about 8% and 4%.

Temperature matters more in germanium because its splitting is smaller. At 4 K, the share of 1s electrons outside A1 is negligible in silicon and $9\times10^{-4}$ in germanium. At 10 K it is $4\times10^{-6}$ and 0.10. The assumption that all donors start in A1 is then visibly broken in germanium.

For comparison with the real crystals, rough measured masses are 0.92 and 0.19 $m_0$ in silicon, and 1.6 and 0.08 $m_0$ in germanium. At the same polarizations they give $S_E\simeq3.9$ and $S_{T2}\simeq16$. The silicon strength lies about 5% below that of the band model, while the germanium strength is larger by roughly a third, mainly because the model's transverse mass is too large. Spin-orbit coupling is missing from the band-model numbers. The measured masses include its effect on the band curvature, but the scattering model itself still omits it. In devices, strain can break the assumption of equally occupied valleys. If it confines the ground state to the two silicon valleys on one axis, or to one germanium valley, all occupied valleys have the same $g_j$. The variance in (f) is then zero. At finite strain the valley couplings leave some weight in the other valleys, so the transition within the 1s group fades gradually once the strain splitting is well beyond these couplings. With the silicon couplings used here, raising the other four valleys by 30 meV leaves about a fifth of the unstrained strength for both polarizations along the favoured axis. The level reached with these polarizations would rise above the band edge of the favoured valleys at a splitting of roughly 40 meV. The other 1s levels built on the raised valleys cross that edge earlier, at about 32 to 33 meV, and one of them carries about half the strength when both polarizations lie along a raised axis. A level above the edge is no longer a bound state, and the present model does not describe it.
